Logarithmic derivative, radial nodes and the continuous principal quantum number, part 1

(Sections cited here and not found follow in the second part.)

## First half: the poles of D and their strength

### What a boundary can record

Let an electron move in a spherical potential V(r) inside a sphere of radius R, and let φ(r) be the radial factor of its wave function. The Schrödinger equation is linear, so φ and cφ describe the same state for any constant c ≠ 0. What the surface of the sphere records about the state therefore cannot be φ(R) or φ′(R) separately. It can depend on their ratio alone. That ratio, φ′(R)/φ(R), has the dimension of an inverse length, and R turns it into a pure number:

D = R φ′(R)/φ(R).

This number has an awkward feature. When φ(R) passes through zero, D becomes infinite and changes sign, although nothing violent happens to the wave function. The same symmetry shows the cure. Draw the pair (φ(R), Rφ′(R)) as a point in a plane. Multiplication by c, negative values included, moves the point along a straight line through the origin. The state fixes the line, and a line through the origin has a direction angle defined up to multiples of π. Write

φ(R) = A sin θ,  Rφ′(R) = A cos θ,  so that D = cot θ.

The values D = −∞ and D = +∞ belong to the same line, θ = a multiple of π. The direction angle of this line, followed smoothly in energy, therefore has the form

θ/π = integer + 1/2 − (1/π) arctan D,

with arctan between −π/2 and π/2, because 1/2 − (arctan D)/π is the angle of cotangent D, divided by π and taken between 0 and 1. Symmetry leaves the integer open. It has to rise by one whenever D jumps from −∞ to +∞, and the number of radial nodes will be shown to do this.

### The simplest case: an empty sphere, l = 0

Hartree atomic units are used: energies in hartree, lengths in bohr. With u(r) = rφ(r), V = 0 and l = 0, the radial equation is

−½ u″ = E u.

For E > 0 put q = √(2E). The solution that starts as u ≈ r at the origin is

u = sin(qr)/q.

From φ = u/r follows φ′ = u′/r − u/r², and therefore

D = R u′(R)/u(R) − 1.

The −1 appears because D is defined with φ and not with u. With x = qR,

D = x cot x − 1.

At x = 0 the product x cot x tends to 1, so D = 0 there, which is right for the constant φ at zero energy. The poles lie at x = π, 2π, 3π, … . Numbering them by k = 0, 1, 2, … gives

E_k = (k + 1)² π²/(2R²).

These are the energies at which sin(qR) = 0, the levels of a particle confined by a hard wall at R. For E < 0, with κ = √(−2E), one has u = sinh(κr)/κ and D = κR coth(κR) − 1, which is finite.

The nodes inside the sphere lie at r = mπ/q, with m = 1, 2, … and mπ < x. Their number is the number of poles already passed. In this case all the claims can be read off: poles are hard-wall levels, D falls to −∞ and restarts from +∞, and each pole brings one node. The task is to see which of these facts survive an arbitrary potential.

### The general equation and its regular solution

The general radial equation is

−½ u″ + W(r) u = E u,  W(r) = l(l+1)/(2r²) + V(r),

or, solved for the second derivative,

u″ = 2(W − E) u.

V is assumed real, local, independent of E and piecewise continuous, with at most a Coulomb singularity at the origin: V + Z/r is bounded on (0,R) for some Z ≥ 0. At a jump of V, u and u′ stay continuous.

The behaviour at the origin selects one solution. Near r = 0 the two independent solutions start as r^(l+1) and r^(−l). For l ≥ 1 the second is not square integrable. For l = 0 it gives φ ≈ 1/r, whose Laplacian contains a delta function that the equation does not have. The regular solution is kept, normalized by u/r^(l+1) → 1.

The argument needs to know how u depends on E. Put u = r^(l+1) f. Then

u′ = (l+1) r^l f + r^(l+1) f′,

u″ = l(l+1) r^(l−1) f + 2(l+1) r^l f′ + r^(l+1) f″.

Inserted in the radial equation, the term with l(l+1) cancels the centrifugal term, and division by r^(l+1) leaves

f″ + (2l+2) f′/r = 2(V − E) f.

Multiplication by r^(2l+2) makes the left side a total derivative, (r^(2l+2) f′)′. Integrating from the origin,

f′(r) = 2 r^(−2l−2) ∫₀^r s^(2l+2) [V(s) − E] f(s) ds,

f(r) = 1 + ∫₀^r f′(s) ds.

Solve this by iteration: f = f₀ + f₁ + f₂ + …, with f₀ = 1 and each f_(n+1) obtained from f_n by the two integrations. For energies in a bounded region, real or complex, there is a constant C with s|V(s) − E| ≤ C on the sphere. Suppose |f_n| ≤ (Cr)^n/n!, which holds for n = 0. Then

|f′_(n+1)| ≤ 2C r^(−2l−2) ∫₀^r s^(2l+1) (Cs)^n/n! ds = 2C (Cr)^n/[n!(2l+2+n)] ≤ C (Cr)^n/n!,

because 2l + 2 + n ≥ 2. One more integration gives |f_(n+1)| ≤ (Cr)^(n+1)/(n+1)!, so the bound holds for every n.

The series for f and f′ thus converge uniformly. Each f_n is a polynomial in E, and a uniformly convergent series of polynomials is analytic. So u(R,E) and u′(R,E) are analytic for all finite E. The bound also gives |f − 1| ≤ exp(Cr) − 1, so f > 0 for r < (ln 2)/C. For energies in a bounded range there is a fixed neighbourhood of the origin without nodes. This will matter when nodes are counted.

### Poles are Dirichlet eigenvalues

As before,

D(E) = R u′(R,E)/u(R,E) − 1.

Numerator and denominator are analytic in E, so D can be singular only where u(R,E) = 0. They cannot vanish together: u(R) = u′(R) = 0 are initial data at an ordinary point of a second-order linear equation, and the solution with these data is u = 0 everywhere, contrary to u/r^(l+1) → 1. Hence every zero of u(R,E) is a pole of D, and there are no other poles.

The condition u(R,E) = 0 says that the regular solution satisfies the hard-wall, or Dirichlet, condition. Conversely, any Dirichlet eigenfunction is regular at the origin and so is a multiple of u. The poles of D are the Dirichlet eigenvalues of the sphere, and each is nondegenerate for given l and m.

None of them is complex. Multiply the equation by the complex conjugate of u and integrate over (0,R), with one integration by parts. The boundary term vanishes at both ends, leaving

E ∫|u|² dr = ∫ [½|u′|² + W|u|²] dr.

The right side is real, so E is real.

### A floor under the spectrum

The eigenvalues can be numbered from below only if there is a lowest one. Suppose u has a node at some r₁ ≤ R. Integrating over (0,r₁) in the same way,

E ∫u² dr = ∫ [½u′² + l(l+1)u²/(2r²) + Vu²] dr.

To control the Coulomb attraction, expand a square that is never negative:

0 ≤ ∫ (u′ − u/r + Zu)² dr

 = ∫ [u′² + u²/r² + Z²u² − 2uu′/r + 2Zuu′ − 2Zu²/r] dr.

Since 2uu′ = (u²)′, integration by parts gives −∫2uu′/r dr = −∫u²/r² dr. The boundary term u²/r vanishes at r₁, and at the origin because u² falls at least as r². This cancels the second term. The term 2Zuu′ integrates to zero. What remains, divided by two, is

∫ [½u′² − Zu²/r] dr ≥ −½Z² ∫u² dr.

The centrifugal term is not negative, and V = −Z/r + (V + Z/r). Therefore a node anywhere in (0,R] requires

E ≥ −Z²/2 + inf(V + Z/r).

Below this floor there is no node and no pole. So u(R,E) is not identically zero as a function of E. The zeros of such an analytic function are isolated, and the eigenvalues can be ordered E₀ < E₁ < E₂ < … .

For Z = 0 and V = 0 the floor is E = 0, in agreement with the empty sphere, where D is finite for all E < 0.

### The slope of D

A dot denotes the derivative with respect to E at fixed r. Differentiating u″ = 2(W − E)u gives

u̇″ = 2(W − E)u̇ − 2u.

The last term comes from the explicit E. Now form

(u′u̇ − uu̇′)′ = u″u̇ + u′u̇′ − u′u̇′ − uu̇″

 = 2(W − E)uu̇ − 2(W − E)uu̇ + 2u²

 = 2u².

At the origin u̇ = r^(l+1) ḟ with ḟ → 0, since f(0) = 1 for every E. The bracket on the left vanishes there. Integration up to any r gives the identity on which everything else rests:

u′u̇ − uu̇′ = 2 ∫₀^r u² ds.

Between poles, at r = R,

dD/dE = R (uu̇′ − u′u̇)/u² = −2R ∫₀^R u² dr / u(R)².

The right side is negative: D falls strictly wherever it is finite.

Check this on the empty sphere. There x² = 2ER², so dx/dE = R²/x, and

dD/dE = (R²/x)(cot x − x/sin²x) = R² (cot x/x − 1/sin²x).

For the integral formula, ∫₀^R sin²(qr) dr = R/2 − sin(2x)/(4q). The factors 1/q² cancel between numerator and denominator, so

−2R [R/2 − sin(2x)/(4q)]/sin²x = −R²/sin²x + R² cot x/x,

where sin 2x = 2 sin x cos x and R/q = R²/x were used. The two results agree.

### The residue

At E = E_k, u(R) = 0 and the identity reduces to

u′(R) u̇(R) = 2 ∫₀^R u² dr.

So u̇(R) ≠ 0: u(R,E) crosses zero linearly and the pole is simple. Near it u(R,E) ≈ u̇(R)(E − E_k), hence

D ≈ R u′(R)/[u̇(R)(E − E_k)] = γ_k/(E − E_k),

γ_k = R u′(R)²/(2∫₀^R u² dr) = ½ R u_k′(R)².

In the last form u_k is normalized to one in the sphere. The residue is positive, so D goes to −∞ as E rises towards E_k and returns from +∞ above it. The size of γ_k measures how hard the confined state presses against the wall: differentiating u(R,E_k) = 0 with respect to R at fixed V gives u′(R) + u̇(R) dE_k/dR = 0, so dE_k/dR = −u′(R)/u̇(R) = −γ_k/R.

For the empty sphere, u_k = √(2/R) sin(qr) gives u_k′(R)² = 2q²/R and γ_k = q² = 2E_k. Directly, x cot x ≈ x_k/(x − x_k) with x − x_k ≈ R²(E − E_k)/x_k gives the residue x_k²/R² = q², the same.

### A sphere with a potential in it

For numbers take the model

V(r) = −[1 + 3 exp(−r/a)]/r,  a = 1 bohr,  R = 3 bohr.

The charge seen at the origin is Z = 4 and the unscreened outer charge is 1. No particular atom is meant. Since V + 4/r = 3[1 − exp(−r/a)]/r is positive, no pole can lie below −8 hartree. For l = 0 the first three are

E₀ = −5.488487,  E₁ = −0.302414,  E₂ = 1.849145 hartree.

Close to E₁ outward integration of the radial equation gives

E − E₁ = −0.001 hartree: D = −851.555,

E − E₁ = +0.001 hartree: D = +854.634.

A smooth background cancels to leading order in half the difference, so the residue is

0.001 × (854.634 + 851.555)/2 = 0.8531 hartree.

The slope of the normalized hard-wall state, obtained by a separate diagonalization, gives γ₁ = 0.8531 hartree.

The lowest pole is very different: γ₀ = 2.933 × 10⁻⁵ hartree. By the formula for γ this means u₀′(R) = √(2γ₀/R) = 0.0044 bohr^(−3/2). The deep state has almost died out before it reaches the wall. Its pole is still a full pole, but D shows it only within a very small energy range.

## Second half: nodes and the continuous quantum number

### Symbols and results in use

The regular solution u = rφ of −½u″ + [l(l+1)/(2r²) + V]u = Eu starts as r^(l+1), and W is the square bracket. A prime is d/dr and a dot is ∂/∂E. The logarithmic derivative at the sphere radius is D = Rφ′(R)/φ(R) = Ru′(R)/u(R) − 1. Its poles are the Dirichlet eigenvalues E₀ < E₁ < …, where u(R) = 0. Near a pole D ≈ γ_k/(E − E_k), with γ_k = ½R u_k′(R)² > 0 for the normalized eigenfunction u_k. Four facts are needed:

u′u̇ − uu̇′ = 2∫₀^r u² ds for every r in the sphere;

dD/dE = −2R∫₀^R u² dr/u(R)² between poles;

for energies in a bounded range, u has no node within a fixed distance of the origin;

u has no node in (0,R] for E < −Z²/2 + inf(V + Z/r).

The numerical model remains V = −[1 + 3 exp(−r/a)]/r with a = 1 bohr and R = 3 bohr.

### How a node moves

Let r_j(E) be the position of a node. Differentiating u(r_j(E),E) = 0 with respect to E gives

u′(r_j) dr_j/dE + u̇(r_j) = 0.

Every node is simple, because u = u′ = 0 at one point would force u to vanish everywhere. One may therefore divide by u′(r_j). At the node the first fact reads u′u̇ = 2∫₀^(r_j) u² dr, so

dr_j/dE = −2 ∫₀^(r_j) u² dr / u′(r_j)² < 0.

Every node moves inward as the energy rises. The rate depends on the probability enclosed by the node and on the slope with which u crosses zero.

The empty sphere with l = 0 checks the factor 2. There u = sin(qr)/q with q = √(2E), and r_m = mπ/q. Since dq/dE = 1/q, direct differentiation gives dr_m/dE = −mπ/q³. In the formula, u′(r_m)² = 1 and ∫₀^(r_m) u² dr = r_m/(2q²), which gives −r_m/q² = −mπ/q³.

In the model at l = 0 and E = 0.77337 hartree there are two nodes:

r = 0.49832 bohr, dr/dE = −0.02375 bohr/hartree,

r = 1.87874 bohr, dr/dE = −0.40721 bohr/hartree.

Node positions at slightly shifted energies reproduce both rates. The inner node is by far the stiffer of the two.

The poles of D are now known to be the hard-wall levels, simple and with positive residue, and every node moves inward as the energy rises. It remains to show that each pole adds exactly one node, and to use that count to fix the open integer and build a continuous quantum number.

All numerical values are calculated from the stated model.
